Why the inverse factorization rule speeds up TM grating calculations

**Question.** A mask with lines of rectangular cross-section is illuminated in TM polarization, and the field is expanded in Fourier orders −N to N. Two ways of writing D = εE for the field component normal to the line walls agree as N → ∞. At finite N, one needs far fewer orders than the other. Why should the continuity of D decide this, and how large is the effect?

**Answer.**

**What jumps and what does not**

Let x run across the lines and z along the depth. The magnetic field H points along the lines, the time factor is exp(−iωt), and the permittivity ε(x) has period P and is constant between vertical walls. The materials are nonmagnetic. With lengths in Maxwell's equations multiplied by k₀ = 2π/λ, and H scaled by the vacuum impedance,

∂_z H = iεE_x,
εE_z = i∂_x H,
∂_z E_x − ∂_x E_z = iH.

The second equation makes ∂_x H finite, so H is continuous at a wall. The third makes ∂_x E_z finite, so E_z is continuous. Since H is continuous at every depth, so is ∂_z H, and hence D_x = εE_x. Therefore E_x = D_x/ε must jump wherever ε jumps, by the reciprocal ratio, unless D_x happens to be zero there. The derivative ∂_x H = −iεE_z also jumps, unless E_z is zero there.

In a layer mode, every field varies as exp(iqz). The first equation becomes qH = D_x, so H and D_x have the same shape. Inserting E_x = qH/ε and E_z = (i/ε)∂_x H in the third equation and dividing by i gives

q²H/ε = H + ∂_x(ε⁻¹∂_x H).

The accuracy of q² decides how well a truncated calculation reproduces the phase and damping that the layer imposes.

**Why truncating the product hurts**

Let θ = 2πx/P. The coefficients of a product obey D_n = Σ_m ε_{n−m}E_m, with m running over all integers. The Laurent rule keeps |m| ≤ N. It therefore omits

R_n = Σ_{|m|>N} ε_{n−m}E_m.

If f jumps by [f] = f(θ_j⁺) − f(θ_j⁻), integration by parts gives the leading contribution of that wall to its coefficients:

f_k ≈ [f] exp(−ikθ_j)/(2πik).

Take the jumps of ε and E at the same wall. The phases combine to exp(−inθ_j), independent of m. Since (2πi)²(n−m)m = 4π²m(m−n),

R_n ≈ ([ε][E]/4π²) exp(−inθ_j) Σ_{|m|>N} 1/[m(m−n)].

Adding the terms m and −m turns the sum into Σ_{m>N} 2/(m²−n²). Its terms are all positive. At the wall, the factor exp(inθ_j) of the Fourier series cancels the remaining phase, so the omissions of all retained orders add up.

For large N, put t = m/N and s = n/N. The double sum over m and n becomes

S = ∫₁^∞ dt ∫₋₁¹ ds 2/(t²−s²)
  = 2∫₁^∞ (dt/t) ln[(t+1)/(t−1)].

With u = 1/t and the series of the logarithm,

S = 2∫₀¹ (du/u) ln[(1+u)/(1−u)]
  = 4 Σ_{k≥0} 1/(2k+1)²
  = 4(π²/8) = π²/2.

The omission at the wall thus tends to ([ε][E]/4π²)(π²/2) = [ε][E]/8. It does not vanish as N grows.

It matters that both factors jump at the same wall. If ε jumps at θ_a and E at θ_b, the sum over m contains exp[im(θ_a−θ_b)]. Summation by parts bounds it by a constant times 1/[N(N+1−|n|)], and adding over n leaves at most order (ln N)/N. Jumps at different places therefore give no lasting error. Nor does the joint jump at another wall, a phase distance φ away: seen from here, its omissions carry a factor exp(inφ). They multiply Σ_{m>N} 2/(m²−n²), which grows steadily with |n| to at most order (ln N)/N, so summation by parts over n again leaves at most order (ln N)/N.

For permittivities ε₁ and ε₂ and a continuous D,

[ε][E] = D(ε₁−ε₂)(1/ε₁−1/ε₂) = −D(ε₁−ε₂)²/(ε₁ε₂).

What the truncated product lacks is negative, so it is too large at the wall:

(Laurent product − D)/D → (ε₁−ε₂)²/(8ε₁ε₂).

For ε₁ = 6 and ε₂ = 1 this is 25/48 = 0.5208. With the prescribed field D = 1 + 0.3 cos θ, direct summation gives 0.5199 at N = 500 and 0.5206 at N = 2000.

The Laurent rule nevertheless converges in the mean. Each R_n is of order 1/N times a square-integrable function of n/N. The sum of about 2N squares is of order 1/N, and the rms error is of order N^(−1/2). Computed values are 0.02601 and 0.01303 for the same two N: four times as many orders halve the error. The lasting overshoot is confined to an ever narrower neighbourhood of the wall. For weak contrast it is of second order in ε₁−ε₂ and therefore small.

**The two matrix problems**

Let [[f]] be the matrix with elements f_{n−m}, and let h, e_x and e_z hold the retained coefficients. At normal incidence ∂_x becomes iK, where K is diagonal with elements nλ/P. Both formulations treat E_z by the Laurent rule, since E_z is continuous:

[[ε]]e_z = i(iK)h = −Kh.

The third Maxwell equation, divided by i, is qe_x = h + Ke_z, hence

qe_x = (1 − K[[ε]]⁻¹K)h.

The formulations differ in the relation between D_x and E_x. The Laurent rule writes qh = [[ε]]e_x. The inverse rule starts from E_x = (1/ε)D_x, in which one factor is continuous, and writes e_x = [[1/ε]]qh. Both have the form

Sh = q²Bh, S = 1 − K[[ε]]⁻¹K,

with B_I = [[1/ε]] for the inverse rule and B_L = [[ε]]⁻¹ for the Laurent rule. For infinite matrices the two B agree. For finite ones they do not, because truncation and inversion do not commute.

**The difference is the cost of fitting a jump**

Let ε first be real and positive, and let ⟨ ⟩ denote the mean over a period. For any finite Fourier sum e,

⟨ε|e − h/ε|²⟩ = e†[[ε]]e − 2Re(e†h) + h†[[1/ε]]h.

In the middle term the weight ε has cancelled the 1/ε. The minimum over e requires [[ε]]e = h. Inserting e = [[ε]]⁻¹h leaves

G = h†(B_I − B_L)h = min_e ⟨ε|e − h/ε|²⟩ ≥ 0.

The function being fitted, h/ε, is E_x/q. The discrepancy G between the two rules is therefore the smallest weighted error with which a finite Fourier sum can imitate the discontinuous normal electric field.

Its size follows from the coefficients of h/ε beyond N. Let T be the sum of their squared magnitudes. By Parseval's theorem no finite sum has a mean squared misfit below T, while simply cutting off the series attains T. With the weight included,

ε_min T ≤ G ≤ ε_max T.

A wall where the magnetic field is H_w contributes coefficients of magnitude |[1/ε]H_w|/(2π|m|). Since Σ_{m>N} 1/m² ≈ 1/N and both signs of m count,

T ≈ Σ_walls |[1/ε]H_w|²/(2π²N).

Interference between different walls is of order 1/N². The bounds show that G is of order 1/N unless H vanishes at all walls. In that special case E_x does not jump either, and this leading term disappears.

To turn G into an error of q², write Sh_L = q_L²B_L h_L and Sh_I = q_I²B_I h_I. Multiply the first by h_I† and use the Hermitian property of S and B_I on the left:

q_L² h_I†B_L h_L = q_I² h_I†B_I h_L.

Subtracting q_I² h_I†B_L h_L from both sides gives

q_L² − q_I² = q_I² h_I†(B_I−B_L)h_L/(h_I†B_L h_L).

To leading order h_L may be replaced by h_I, and B_L in the denominator by B_I:

q_L² − q_I² ≈ q_I² G/(h_I†[[1/ε]]h_I).

The shift is of order 1/N. Its sign is also fixed. Positive eigenvalues are max-min values of h†Sh/h†Bh, and the Laurent denominator is never the larger one. In descending order, each positive q² from the Laurent rule is therefore at least as large as its inverse-rule counterpart at the same N.

**Why the inverse rule gains two powers of N**

Removing this error does not yet show how small the remaining one is. For that, consider the quotient

q² = ⟨|H|² + ε|E_z|² + 2Im(H*∂_x E_z)⟩ / ⟨|H|²/ε⟩.

Varying H* at fixed q² gives q²H/ε = H − i∂_x E_z. Varying E_z*, after an integration by parts, gives εE_z = i∂_x H. These are the mode equations, so the quotient is stationary at a mode. Restricting H and E_z to finite Fourier sums gives

q²[[1/ε]]h = h + Ke_z, [[ε]]e_z = −Kh,

which is the inverse-rule problem. Only the two continuous fields are approximated; E_x has been eliminated before truncation.

A stationary value has an error quadratic in the error of the fields. H and E_z have jumps only in their slopes, so their coefficients fall as 1/m². The squares summed beyond N give

Σ_{m>N} 1/m⁴ ~ 1/(3N³).

The derivative term looks more dangerous: its size is m·m⁻²·m⁻² = m⁻³, whose tail would be of order 1/N². For slope jumps at one wall, however, the leading term is odd in m, and m cancels −m. For different walls the phase exp(imφ) reduces the tail to order 1/N³, and the next coefficients, 1/m³, also contribute at that order.

The retained coefficients readjust as well. The discarded ones disturb each equation by at most order 1/N², apart from an integrable logarithm near |n| = N. About 2N squared disturbances again give 1/N³, provided the mode is isolated and the truncated equations respond with bounded strength. This is an order-of-magnitude argument, not a rigorous proof, and the mode computations below check it.

**A mask layer with numbers**

The parameters are round model values: wavelength 193 nm, period 360 nm, line width 150 nm, height 70 nm, line permittivity 6 + 3i, openings and exit medium 1, substrate 2.25. A lossless companion has line permittivity 6.

An independent value of q² comes from matching fields at a wall. With k₁² = ε₁−q², k₂² = 1−q², and half-widths a and b of line and opening multiplied by k₀, an even mode is A cos(k₁x) about the line centre and C cos(k₂y) about the opening centre. Continuity of H and of ε⁻¹∂_x H requires

A cos(k₁a) = C cos(k₂b),
−(A k₁/ε₁) sin(k₁a) = C k₂ sin(k₂b),

and division gives

(k₁/ε₁) tan(k₁a) + k₂ tan(k₂b) = 0.

Take the highest lossless even mode with q² < 1, which oscillates in the opening. Its root is q² = 0.924809. The absolute errors of the matrix calculations at N = 24, 48 and 96 are

inverse rule: 7.35×10⁻⁵, 9.19×10⁻⁶, 1.16×10⁻⁶
Laurent rule: 4.35×10⁻³, 2.19×10⁻³, 1.10×10⁻³

For these N, doubling divides the first error by about eight and the second by about two. The line fills 5/12 of the period, so at multiples of 12 the two walls contribute with the same relative phase. At other N the prefactor of 1/N³ oscillates, and a single doubling can give a ratio noticeably different from eight. The observed orders are 3.00 and 0.99.

The mechanism can be followed quantitatively at N = 96. With h scaled so that h†[[1/ε]]h = 1, the matrices give G = 1.183×10⁻³. Numerical integration of the misfit to E_x in real space gives the same value. The tail is T = 5.50×10⁻⁴, and the wall-jump formula gives 5.43×10⁻⁴, about 1% less. The ratio G/T = 2.15 lies between the bounds 1 and 6. The predicted shift is

0.9248 × 1.183×10⁻³ = 1.094×10⁻³,

against an actual difference between the rules of 1.103×10⁻³. Almost the whole Laurent error of this mode is thus the cost of fitting the jump in E_x.

**Is it inversion, or continuity?**

Three comparisons separate the two explanations.

First, keep the inverse rule for E_x, but compute E_z = (i/ε)∂_x H with the truncated matrix [[1/ε]]. Now 1/ε and ∂_x H jump together while their product is continuous. This amounts to approximating H alone in ⟨|H|² − |∂_x H|²/ε⟩. The derivative tail is Σ m²/m⁴, of order 1/N. The error at N = 96 is indeed 1.04×10⁻³, with observed order 1.11. Choosing the wrong factorization for the other field component loses the benefit.

Second, in TE polarization E lies along the lines and is continuous, and the Laurent rule is appropriate. E and its slope are continuous, so its coefficients fall as 1/m³ and the squared derivative tail Σ m²/m⁶ is of order 1/N³. The observed order for the largest even-mode q² is 2.99.

Third, replace the walls by the smooth profile ε = 3.5 + 2.5 cos θ, which spans the same range from 1 to 6. At N = 24 the largest TM q² is 5.354094 by both rules, and they differ by only 1×10⁻¹⁴, at the level of rounding. High contrast without jumps does not produce the slow convergence here.

**Absorption and the transmitted light**

For the absorbing line, the same mode has q² = 0.97099 + 0.09684i. The minimum and ordering arguments no longer apply as written, because ε is not a positive weight. The observed orders are nevertheless 3.14 and 1.00. At N = 96 the absolute errors are 4.7×10⁻⁷ for the inverse rule and 3.05×10⁻³ for the Laurent rule.

The inverse-rule matrix is safely invertible in this case: if Re ε > 0 everywhere, then Re(1/ε) > 0, and Re(h†[[1/ε]]h) = ⟨Re(1/ε)|h|²⟩ is positive for every nonzero h. Where Re ε changes sign, as it can between a metal and air, this argument fails. If the metal absorbs, the matrix is still invertible: the imaginary part of ⟨|h|²/ε⟩ comes from the metal alone, and it is nonzero because a nonzero finite Fourier sum cannot vanish throughout a line. Its smallest singular value is at least the distance from zero to the segment joining 1 and 1/ε of the metal in the complex plane. For weak absorption this distance is small and the matrix can be close to singular, and the conclusions here should not be carried over without a separate study.

For diffraction, light arrives at normal incidence through the substrate. H and E_x, both tangential to the horizontal interfaces, are matched there. The flux of a plane wave is proportional to |H|² times its z-wavenumber divided by ε. That factor is 1.5/2.25 = 1/1.5 for the incident wave and 1 for the transmitted zero order, so the zero-order efficiency is 1.5|t₀|², where t₀ is the transmitted H amplitude for unit incident H.

A reference built from 120 analytic layer modes gives 19.600% in the zero order and 13.786% in each first order. Halving the number of modes changes t₀ by 1.3×10⁻⁵. The Fourier calculations give these zero-order efficiencies:

N = 6: inverse 20.003%, Laurent 16.519%
N = 12: inverse 19.680%, Laurent 18.132%
N = 24: inverse 19.616%, Laurent 18.852%
N = 96: inverse 19.600%, Laurent 19.409%

At N = 12 the inverse rule is 0.080 percentage points from the reference, or 0.4% of its value. The Laurent rule at N = 96 is still 0.191 points away, or 1.0%. The corresponding matrices have 2N+1 = 25 and 193 rows. If the time of a dense eigenvalue calculation scales as the cube of the size, the ratio is (193/25)³ ≈ 460. The acceleration comes from needing fewer orders; at equal N the two calculations have similar size.

With the inverse rule, the difference of t₀ from the reference falls from 7.4×10⁻⁴ at N = 12 to 1.6×10⁻⁴ at N = 24 and 3.5×10⁻⁵ at N = 48. The last value is only about three times the change seen in the reference, so the rate is not sharply determined. For these three N the difference falls by a factor of between four and five per doubling, not eight; the factor varies with the choice of N. The convergence order of a single layer mode therefore does not carry over to the whole diffraction problem, which also matches truncated fields at the top and bottom of the layer. The cause of the slower rate was not isolated here. At N = 96 the difference from the reference, 6×10⁻⁶, is below the change seen in the reference itself and is not a reliable error estimate.

The rule as written also relies on vertical walls, for which x is the normal direction everywhere. On a sloping or curved wall, E_x mixes normal and tangential parts, and the factorization has to follow the local normal. The complete set of computed values is in the numerical output.

Table of computed values

```
wavelength 193 nm, period 360 nm, line 150 nm, height 70 nm
line permittivity 6.0+3.0j (lossless case 6.0), substrate 2.25
Laurent product N=500: relative overshoot at wall 0.5199, rms error 0.02601
Laurent product N=2000: relative overshoot at wall 0.5206, rms error 0.01303
predicted limiting relative overshoot 0.5208
opening mode, exact q2: lossless 0.92480905, absorbing 0.97099446+0.09683640j
absolute q2 errors at N = 24, 48, 96 and observed order:
  lossless, inverse rule: 7.35e-05, 9.19e-06, 1.16e-06; order 3.00
  lossless, Laurent rule: 4.35e-03, 2.19e-03, 1.10e-03; order 0.99
  lossless, 1/eps also for E_z: 4.87e-03, 2.19e-03, 1.04e-03; order 1.11
  absorbing, inverse rule: 3.65e-05, 3.98e-06, 4.72e-07; order 3.14
  absorbing, Laurent rule: 1.22e-02, 6.10e-03, 3.05e-03; order 1.00
  TE, Laurent rule: 4.96e-05, 6.29e-06, 7.89e-07; order 2.99
smooth profile, N=24: largest q2 5.354094, difference of rules 9.8e-15
opening mode, N=96, lossless, scaled so that h.[[1/eps]].h = 1:
  gap from matrices 1.182737e-03, fit cost by quadrature 1.182737e-03
  Fourier tail of E_x 5.5014e-04, from wall jumps 5.4301e-04
  q2 shift between rules 1.1028e-03, from gap 1.0938e-03
analytic modes (120): zero-order efficiency 19.600 %, each first order 13.786 %
  change of zero-order H amplitude from 60 to 120 modes 1.3e-05
zero-order efficiency (%) and H-amplitude error, inverse | Laurent:
  N=6: 20.003, 5.5e-03 | 16.519, 3.4e-02
  N=12: 19.680, 7.4e-04 | 18.132, 1.6e-02
  N=24: 19.616, 1.6e-04 | 18.852, 8.3e-03
  N=48: 19.603, 3.5e-05 | 19.221, 4.2e-03
  N=96: 19.600, 6.1e-06 | 19.409, 2.1e-03
```
